# Counting the Zeeman lines of a donor-bound exciton in silicon: a numerical check

```python
"""Zeeman lines of a donor-bound exciton in silicon (no-phonon line).

Result under test: two paired s electrons plus one j=3/2 hole recombine to a
single spin-1/2 electron.  Of the 4 x 2 = 8 level combinations, six are
electric-dipole allowed for a field along [001], with strengths
D^2 |<1 q; 1/2 m_e | 3/2 m_h>|^2, where q = m_h - m_e.
Symbols: m_h, m_e = angular momentum along the field before and after emission;
g1, g2 = linear and cubic hole g-factors; ge = electron g-factor;
D = dipole matrix element between the s orbital and a p orbital (set to 1).
Model energies are in units of (Bohr magneton x field) unless a unit is named.
"""
from functools import reduce
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from sympy import Rational
from sympy.physics.quantum.cg import CG

# Seven electrons in eight spin-orbitals: s, px, py, pz, each with two spins.
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity_string = np.diag([1.0, -1.0])
sector = [n for n in range(256) if bin(n).count("1") == 7]
annihilate = []
for k in range(8):
    factors = [parity_string] * k + [lower] + [np.eye(2)] * (7 - k)
    annihilate.append(reduce(np.kron, factors)[:, sector])


def many_body(one_body):
    """Lift a one-electron matrix to the seven-electron sector."""
    total = np.zeros((8, 8), complex)
    for a in range(8):
        for b in range(8):
            if one_body[a, b] != 0:
                total += one_body[a, b] * annihilate[a].T @ annihilate[b]
    return total


pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1.0 + 0j, -1.0])]
vector_L = np.zeros((3, 3, 3), complex)
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    vector_L[i, j, k] = -1j
    vector_L[i, k, j] = 1j
L, S, position = [], [], []
for i in range(3):
    orbital = np.zeros((4, 4), complex)
    orbital[1:, 1:] = vector_L[i]
    L.append(many_body(np.kron(orbital, np.eye(2))))
    S.append(many_body(np.kron(np.eye(4), pauli[i] / 2)))
    dipole = np.zeros((4, 4))
    dipole[0, i + 1] = dipole[i + 1, 0] = 1.0
    position.append(many_body(np.kron(dipole, np.eye(2))))
J = [L[i] + S[i] for i in range(3)]

s_projector = np.diag([1.0, 0, 0, 0])
s_count = np.diag(many_body(np.kron(s_projector, np.eye(2)))).real
exciton_index = np.where(np.isclose(s_count, 2))[0]
donor_index = np.where(np.isclose(s_count, 1))[0]
J_squared = sum(op @ op for op in J)
values, vectors = np.linalg.eigh(J_squared[np.ix_(exciton_index, exciton_index)])
quartet = np.isclose(values, 3.75)
assert quartet.sum() == 4 and len(donor_index) == 2
X = np.eye(8)[:, exciton_index] @ vectors[:, quartet]
G = np.eye(8)[:, donor_index]
JX = [X.conj().T @ op @ X for op in J]
JG = [G.conj().T @ op @ G for op in J]
dip = np.array([G.conj().T @ op @ X for op in position])

# The electron pair has no spin; the atomic-limit hole g-factor is +4/3.
for i in range(3):
    pair_spin = many_body(np.kron(s_projector, pauli[i] / 2))
    assert np.allclose(X.conj().T @ pair_spin @ X, 0, atol=1e-12)
    moment = X.conj().T @ (L[i] + 2 * S[i]) @ X
    assert np.allclose(moment, 4 / 3 * JX[i], atol=1e-12)
atomic_g = (np.trace(X.conj().T @ (L[2] + 2 * S[2]) @ X @ JX[2])
            / np.trace(JX[2] @ JX[2])).real

# Most general dipole matrix allowed by the tetrahedral site group.
# Generators: fourfold rotation-inversion about z, threefold axis along [111].
# Inversion sign: -1 for a vector and for the p-like hole, +1 for the donor.
conditions = []
for axis, angle, sign in [(np.array([0, 0, 1.0]), np.pi / 2, -1),
                          (np.ones(3) / np.sqrt(3), 2 * np.pi / 3, 1)]:
    UX = sign * expm(-1j * angle * sum(axis[i] * JX[i] for i in range(3)))
    UG = expm(-1j * angle * sum(axis[i] * JG[i] for i in range(3)))
    R = sign * expm(-1j * angle * np.einsum("i,ijk->jk", axis, vector_L)).real
    conditions.append(np.kron(np.eye(3), np.kron(UG, UX.conj()))
                      - np.kron(R.T, np.eye(8)))
_, singular, right = np.linalg.svd(np.vstack(conditions))
free_constants = int(np.sum(singular < 1e-10))
assert free_constants == 1
overlap = abs(np.vdot(right[-1].conj(), dip.ravel())) / np.linalg.norm(dip)
assert abs(overlap - 1) < 1e-10


def zeeman(direction, g1, g2, extra=0):
    """Hole energies and dipole amplitudes [xyz, electron, hole], ascending m."""
    n = np.array(direction, float)
    n /= np.linalg.norm(n)
    hole = sum(n[i] * (g1 * JX[i] + g2 * JX[i] @ JX[i] @ JX[i])
               for i in range(3)) + extra
    energy, hole_states = np.linalg.eigh(hole)
    _, spin_states = np.linalg.eigh(sum(n[i] * JG[i] for i in range(3)))
    amp = np.array([spin_states.conj().T @ d @ hole_states for d in dip])
    return energy, amp


def forbidden_strength(direction, g1, g2, extra=0):
    """Mean strength of the two lines that are closed for a field along [001]."""
    _, amp = zeeman(direction, g1, g2, extra)
    strength = np.sum(abs(amp) ** 2, axis=0)
    return (strength[0, 3] + strength[1, 0]) / 2


# Rough, round parameters for a shallow donor in silicon.
g1, g2, ge = 0.8, 0.2, 2.0
field, temperature, photon_eV = 1.0, 4.2, 1.15
linewidth = 5.0  # micro-eV
hole_energy, amp = zeeman([0, 0, 1], g1, g2)
strength = np.sum(abs(amp) ** 2, axis=0)
across = abs(amp[1]) ** 2 + abs(amp[2]) ** 2
along = abs(amp[0]) ** 2 + abs(amp[1]) ** 2
m_hole, m_electron = [-1.5, -0.5, 0.5, 1.5], [-0.5, 0.5]
spherical = {0: amp[2], 1: (amp[0] - 1j * amp[1]) / np.sqrt(2),
             -1: (amp[0] + 1j * amp[1]) / np.sqrt(2)}
for h, mh in enumerate(m_hole):
    assert abs(hole_energy[h] - (g1 * mh + g2 * mh ** 3)) < 1e-12
    assert abs(strength[:, h].sum() - 1) < 1e-12
    for f, me in enumerate(m_electron):
        for q in (-1, 0, 1):
            coefficient = CG(1, q, Rational(1, 2), Rational(int(2 * me), 2),
                             Rational(3, 2), Rational(int(2 * mh), 2)).doit()
            expected = float(coefficient) ** 2
            assert abs(abs(spherical[q][f, h]) ** 2 - expected) < 1e-12
allowed = strength > 1e-12
assert allowed.size == 8 and allowed.sum() == 6
assert (across > 1e-12).sum() == 6 and (along > 1e-12).sum() == 4
assert np.allclose([across[1, 3], across[1, 2], across[0, 2]], [1/2, 2/3, 1/6])
assert np.allclose([along[1, 3], along[0, 2]], [1, 1/3])

# Merging of lines: explicit level differences against the stated conditions.
def distinct_lines(a, b, e):
    levels, spins = [-a, -b, b, a], [-e, e]
    return len({levels[h] - spins[f] for h in range(4) for f in range(2)
                if allowed[f, h]})


for a in np.arange(-16, 17) / 4:
    for b in np.arange(-16, 17) / 4:
        e = 1.0
        merge = (a == e or abs(b) == e or b == 0 or abs(a) == abs(b)
                 or a + b == 2 * e or a == b + 2 * e)
        assert (distinct_lines(a, b, e) < 6) == merge

# Field direction: only the cubic hole term can open the forbidden lines.
assert forbidden_strength([1, 2, 3], g1, 0) < 1e-12
leak_110 = forbidden_strength([1, 1, 0], g1, g2)
leak_111 = forbidden_strength([1, 1, 1], g1, g2)
assert leak_110 > 1e-4 and leak_111 > 1e-4
tilt = np.radians(5)
tilted = [np.sin(tilt) / np.sqrt(2), np.sin(tilt) / np.sqrt(2), np.cos(tilt)]
leak_tilt = forbidden_strength(tilted, g1, g2)

# Line shifts, thermal intensities and the smallest gap.
unit = const.physical_constants["Bohr magneton in eV/T"][0] * 1e6 * field
thermal = const.k * temperature / const.e * 1e6
shift = unit * (hole_energy[None, :] - ge * np.array(m_electron)[:, None])
population = np.exp(-unit * hole_energy / thermal)
population /= population.sum()
intensity = across * population
intensity /= intensity.sum()
positions = np.sort(shift[allowed])
gap = np.diff(positions).min()
a, b, e = hole_energy[3], hole_energy[2], ge / 2
assert np.allclose(positions, unit * np.sort([a-e, e-a, b-e, e-b, b+e, -b-e]))
wavelength = const.h * const.c / (photon_eV * const.e) * 1e9
spread = positions[-1] - positions[0]
spread_pm = wavelength * spread * 1e-6 / photon_eV * 1e3

# Rough sizes of neglected effects.
radius_nm, mass_ratio, hyperfine_GHz = 5.0, 0.2, 0.12
strain_split, excited_meV, index, donor_radius_nm = 5.0, 4.0, 3.5, 2.0
diamagnetic = 2 * (const.e * field * radius_nm * 1e-9) ** 2 * (2 / 3) / (
    8 * mass_ratio * const.m_e) / const.e * 1e6
hyperfine_doublet = const.h * hyperfine_GHz * 1e9 / const.e * 1e6 / 2
strain_shape = JX[0] @ JX[0] - JX[1] @ JX[1]
strain_levels = np.linalg.eigvalsh(strain_shape)
strain_term = strain_shape * strain_split / unit / np.ptp(strain_levels)
leak_strain = forbidden_strength([0, 0, 1], g1, g2, strain_term)
excited_factor = np.exp(-excited_meV * 1e3 / thermal)
beyond_dipole = (2 * np.pi * index * donor_radius_nm / wavelength) ** 2
assert diamagnetic < gap and hyperfine_doublet < linewidth < gap

print(f"level combinations: {allowed.size}; allowed: {allowed.sum()}")
print(f"lines seen across field: {(across > 1e-12).sum()}; "
      f"along field: {(along > 1e-12).sum()}")
print(f"independent dipole constants in Td: {free_constants}")
print(f"atomic-limit hole g-factor: {atomic_g:.4f}")
print(f"inputs: g1 = {g1}, g2 = {g2}, ge = {ge}")
print(f"inputs: field = {field} T, temperature = {temperature} K")
print(f"zero-field photon energy = {photon_eV} eV; wavelength = {wavelength:.1f} nm")
print(f"Bohr magneton x field = {unit:.2f} micro-eV")
print(f"thermal energy = {thermal:.1f} micro-eV")
print(f"a, b, e = {a:.3f}, {b:.3f}, {e:.3f} (Bohr magneton x field)")
for h, mh in enumerate(m_hole):
    print(f"hole level {mh:+.1f}: energy {unit*hole_energy[h]:+.2f} micro-eV, "
          f"population {population[h]:.3f}")
print("m_h -> m_e | polarisation | strength/D^2 | across/D^2 | "
      "shift (micro-eV) | thermal share across")
for h, mh in enumerate(m_hole):
    for f, me in enumerate(m_electron):
        names = {0: "pi", 1: "sigma+", -1: "sigma-"}
        seen = [names[q] for q in names if abs(spherical[q][f, h]) > 1e-6]
        label = seen[0] if seen else "forbidden"
        print(f"{mh:+.1f} -> {me:+.1f} | {label:9s} | {strength[f,h]:.4f} | "
              f"{across[f,h]:.4f} | {shift[f,h]:+.2f} | {intensity[f,h]:.3f}")
print(f"smallest gap between allowed lines = {gap:.2f} micro-eV")
print(f"total spread = {spread:.1f} micro-eV = {spread_pm:.1f} pm")
print(f"assumed linewidth = {linewidth} micro-eV; "
      f"field where gap equals it = {linewidth/gap*field:.2f} T")
print(f"forbidden-line strength/D^2, field [110]: {leak_110:.2e}")
print(f"forbidden-line strength/D^2, field [111]: {leak_111:.2e}")
print(f"same, field tilted {np.degrees(tilt):.0f} deg from [001] "
      f"towards [111]: {leak_tilt:.2e}")
print(f"rough diamagnetic shift = {diamagnetic:.1f} micro-eV "
      f"(2 carriers, radius {radius_nm} nm, mass {mass_ratio} m_e)")
print(f"rough hyperfine doublet = {hyperfine_doublet:.2f} micro-eV "
      f"(coupling {hyperfine_GHz} GHz)")
print(f"strain splitting {strain_split} micro-eV: "
      f"forbidden strength/D^2 = {leak_strain:.2e}")
print(f"excited exciton level at {excited_meV} meV: "
      f"Boltzmann factor = {excited_factor:.1e}")
print(f"beyond-dipole scale (k r)^2 = {beyond_dipole:.1e} "
      f"(index {index}, r = {donor_radius_nm} nm)")
print("all assertions hold")
```

It prints:

```
level combinations: 8; allowed: 6
lines seen across field: 6; along field: 4
independent dipole constants in Td: 1
atomic-limit hole g-factor: 1.3333
inputs: g1 = 0.8, g2 = 0.2, ge = 2.0
inputs: field = 1.0 T, temperature = 4.2 K
zero-field photon energy = 1.15 eV; wavelength = 1078.1 nm
Bohr magneton x field = 57.88 micro-eV
thermal energy = 361.9 micro-eV
a, b, e = 1.875, 0.425, 1.000 (Bohr magneton x field)
hole level -1.5: energy -108.53 micro-eV, population 0.330
hole level -0.5: energy -24.60 micro-eV, population 0.261
hole level +0.5: energy +24.60 micro-eV, population 0.228
hole level +1.5: energy +108.53 micro-eV, population 0.181
m_h -> m_e | polarisation | strength/D^2 | across/D^2 | shift (micro-eV) | thermal share across
-1.5 -> -0.5 | sigma-    | 1.0000 | 0.5000 | -50.65 | 0.248
-1.5 -> +0.5 | forbidden | 0.0000 | 0.0000 | -166.42 | 0.000
-0.5 -> -0.5 | pi        | 0.6667 | 0.6667 | +33.28 | 0.263
-0.5 -> +0.5 | sigma-    | 0.3333 | 0.1667 | -82.48 | 0.066
+0.5 -> -0.5 | sigma+    | 0.3333 | 0.1667 | +82.48 | 0.057
+0.5 -> +0.5 | pi        | 0.6667 | 0.6667 | -33.28 | 0.229
+1.5 -> -0.5 | forbidden | 0.0000 | 0.0000 | +166.42 | 0.000
+1.5 -> +0.5 | sigma+    | 1.0000 | 0.5000 | +50.65 | 0.136
smallest gap between allowed lines = 17.37 micro-eV
total spread = 165.0 micro-eV = 154.7 pm
assumed linewidth = 5.0 micro-eV; field where gap equals it = 0.29 T
forbidden-line strength/D^2, field [110]: 1.86e-03
forbidden-line strength/D^2, field [111]: 1.58e-03
same, field tilted 5 deg from [001] towards [111]: 9.21e-05
rough diamagnetic shift = 3.7 micro-eV (2 carriers, radius 5.0 nm, mass 0.2 m_e)
rough hyperfine doublet = 0.25 micro-eV (coupling 0.12 GHz)
strain splitting 5.0 micro-eV: forbidden strength/D^2 = 2.35e-04
excited exciton level at 4.0 meV: Boltzmann factor = 1.6e-05
beyond-dipole scale (k r)^2 = 1.7e-03 (index 3.5, r = 2.0 nm)
all assertions hold
```
